# Anisotropic dielectric tensors from band sums that cut degenerate levels, part 2

In a cubic crystal, a response sum over the lowest \(N\) bands may cut a degenerate level. The dielectric tensor can then be anisotropic and depend on basis order. Which quantities escape, and how large is the effect?

We use Hartree atomic units, independent spin-degenerate electrons, a local potential, one filled nondegenerate band \(v\), empty bands \(c\), cell volume \(\Omega\) and \(N_k\) mesh points. The 48 point operations \(R\) act as \((U_R\psi)(\mathbf r)=\psi(R^{-1}\mathbf r)\); \(G_{\mathbf k}\) is the little group.

A level of energy \(E\) and dimension \(d\) has projector \(P\) and matrices \(D_{ij}(R)=\langle i|U_R|j\rangle\). Keeping \(m\) states gives \(P_m\), which depends on the unitary rotation \(W\) of the level's states. Rounding errors \(\delta H\) select \(W\) through \(P\,\delta H\,P\).

Schur's lemma: if \(D\) is irreducible, a Hermitian matrix commuting with all \(D(R)\) is a multiple of \(\mathbb 1\). The character norm, the group average of \(|\mathrm{tr}\,D(R)|^2\), counts independent commuting matrices and is 1 for irreducible \(D\). Then
\[ \frac1{|G_{\mathbf k}|}\sum_{R\in G_{\mathbf k}}U_RP_mU_R^\dagger=\frac md\,P\qquad\text{for every }W. \]

For \(\delta V=\lambda(e^{i\mathbf q\cdot\mathbf r}+e^{-i\mathbf q\cdot\mathbf r})\), the second-order energy is \(E^{(2)}=\lambda^2\Omega N_k\chi^0\), with
\[ \chi^0(\mathbf q)=-\frac{2}{\Omega N_k}\sum_{\mathbf k,c}\sum_{\pm}\frac{|\langle c\mathbf k|e^{\pm i\mathbf q\cdot\mathbf r}|v,\mathbf k\mp\mathbf q\rangle|^2}{E_{c\mathbf k}-E_{v,\mathbf k\mp\mathbf q}} . \]
At small \(\mathbf q\),
\[ \chi^0=-\frac{4}{\Omega N_k}\,q_\alpha q_\beta\sum_{\mathbf k}T_{\alpha\beta}(\mathbf k),\qquad T_{\alpha\beta}=\sum_c\frac{\mathrm{Re}\,\langle v|p_\alpha|c\rangle\langle c|p_\beta|v\rangle}{(E_c-E_v)^3}, \]
\[ \varepsilon_{\alpha\beta}=\delta_{\alpha\beta}+\frac{16\pi}{\Omega N_k}\sum_{\mathbf k}T_{\alpha\beta}(\mathbf k). \]

A level with kept-state projector \(Q\) and \(\Delta=E-E_v\) contributes
\[ T_{\alpha\beta}[Q]=\mathrm{Re}\,\langle v|p_\alpha Qp_\beta|v\rangle/\Delta^3 . \]
\[ T^{R\mathbf k}_{\alpha\beta}[U_RQU_R^\dagger]=\mathrm{Re}\,\langle v|U_R^\dagger p_\alpha U_R\,Q\,U_R^\dagger p_\beta U_R|v\rangle/\Delta^3=\big(R\,T^{\mathbf k}[Q]\,R^{T}\big)_{\alpha\beta}. \tag{1} \]

Set \(|\phi_\beta\rangle=Pp_\beta|v\rangle\). At \(\Gamma\), with \(v\) fully symmetric, the coupled triplet (\(T_{1u}\), \(D(R)=R\)) has basis \(|\alpha\rangle=|\phi_\alpha\rangle/\sqrt\mu\), where \(\langle\phi_\alpha|\phi_\beta\rangle=\mu\,\delta_{\alpha\beta}\), and \(t=\mu/\Delta^3\). One kept state \(\sum_\alpha u_\alpha|\alpha\rangle\) gives
\[ T_{\alpha\beta}[P_1]=t\,\mathrm{Re}(u_\alpha u_\beta^*),\qquad T_{\alpha\beta}[P]=t\,\delta_{\alpha\beta}. \]
For two kept states, \(P_2=P-|w\rangle\langle w|\), with \(w\) the omitted state. Along \([100]\) (little group \(C_{4v}\)) or \([111]\), the triplet splits into a doublet and a singlet, whose tensor tends to \(t\,\hat{\mathbf n}\hat{\mathbf n}^T\) at \(\Gamma\), with \(\hat{\mathbf n}\) the line's direction.

## What survives

The trace survives. \(\mathrm{tr}\,T[Q]=\mathrm{Tr}(QY)/\Delta^3\) with the Hermitian operator \(Y=\sum_\alpha p_\alpha|v\rangle\langle v|p_\alpha\). For \(R\in G_{\mathbf k}\), \(U_RYU_R^\dagger=\sum_{\alpha\gamma\gamma'}R_{\gamma\alpha}R_{\gamma'\alpha}\,p_\gamma|v\rangle\langle v|p_{\gamma'}=Y\) because \(RR^T=\mathbb 1\). On an irreducible level \(PYP=yP\), so \(\mathrm{Tr}(P_mY)=my\), the fraction \(m/d\) of the full value for every \(W\). At \(\Gamma\) this is \(\mathrm{tr}\,T=mt\).

A wedge sum survives if it is averaged over the whole point group. Let \(\mathbf k\) run over the irreducible wedge, with \(w_{\mathbf k}\) points in its star. Each \(R\) is uniquely \(Sg\), with \(g\in G_{\mathbf k}\) and \(S\) one of \(w_{\mathbf k}\) coset representatives, one per star member, so \(48=w_{\mathbf k}|G_{\mathbf k}|\). By (1) and linearity, \(\sum_g gT[P_m]g^T=T[\sum_gU_gP_mU_g^\dagger]=|G_{\mathbf k}|\,T[\tfrac mdP]\). Then
\[ \frac{w_{\mathbf k}}{48}\sum_RR\,T^{\mathbf k}[P_m]R^T=\frac{w_{\mathbf k}|G_{\mathbf k}|}{48}\sum_SS\,T^{\mathbf k}[\tfrac mdP]S^T=\sum_{\mathbf k'\in\text{star}}T^{\mathbf k'}[\tfrac mdP]. \]
The symmetrized wedge sum equals the full-mesh sum in which every state of a cut level has weight \(m/d\). Unfolding with the coset representatives alone, \(\sum_SS\,T[P_m]S^T\), omits the sum over \(g\) and keeps the dependence on \(W\).

At finite \(\mathbf q\) the outcome depends on which operations are averaged over. Equation (1) has the analogue \(\chi^0(R\mathbf q)=\chi^0(\mathbf q)\) for full levels. Suppose first that \(\mathbf q\) is held fixed and the average runs only over the operations with \(g\mathbf q=\mathbf q\). Take \(\mathbf q\) along \(x\) and the term with the triplet at \(\Gamma\), proportional to \(\langle\phi|P_m|\phi\rangle\) with \(\phi=e^{i\mathbf q\cdot\mathbf r}\psi_{v,-\mathbf q}\). For \(g\in C_{4v}\) the exponential is unchanged and \(\psi_{v,-\mathbf q}\) acquires a phase, so \(\langle\phi|U_gP_mU_g^\dagger|\phi\rangle=\langle\phi|P_m|\phi\rangle\): the average changes nothing. \(P\phi\) spans a one-dimensional invariant subspace of the triplet and so is proportional to \(|x\rangle\). The share kept is \(\langle x|P_m|x\rangle\), which for \(m=2\) is \(1-|w_x|^2\), anywhere between 0 and 1. Schur's lemma does not help because the triplet is reducible under \(C_{4v}\). Operations with \(g\mathbf q=-\mathbf q\) exchange the two signs in \(\chi^0\) and add nothing, since the projection of the state built with \(-\mathbf q\) is also along \(|x\rangle\). Averaging \(\chi^0(R\mathbf q)\) over all 48 \(R\) with the same kept states does remove the dependence: \(e^{iR\mathbf q\cdot\mathbf r}\psi_{v,-R\mathbf q}\) equals \(U_R\phi\) up to a phase, the denominators are equal, and \(\tfrac1{48}\sum_R\langle\phi|U_R^\dagger P_mU_R|\phi\rangle=\tfrac m3\langle\phi|P|\phi\rangle\). This average over the star of \(\mathbf q\) is the finite-\(\mathbf q\) counterpart of the average of \(RTR^T\).

For an accidental degeneracy the statement about projectors changes. If the level is a sum of inequivalent irreducible parts with projectors \(P^{(i)}\) and dimensions \(d_i\), each \(P^{(i)}\) and each sum of them is an invariant partial projector. A diagonalizer has no reason to return them, since \(P\,\delta H\,P\) mixes the parts. A commuting matrix has no block \(X_{ij}\) between two such parts: \(X_{ij}^\dagger X_{ij}\) and \(X_{ij}X_{ij}^\dagger\) are Hermitian and commute with the respective parts, so they are multiples of \(\mathbb 1\), and a nonzero \(X_{ij}\) would be proportional to a unitary map making the parts equivalent. Each diagonal block is a multiple of \(\mathbb 1\) by Schur's lemma. The group average is then \(\sum_i\lambda_iP^{(i)}\), and taking the trace with \(P^{(i)}\) gives \(\lambda_i=\mathrm{Tr}(P_mP^{(i)})/d_i\), which depends on \(W\). Here symmetrization restores symmetry but not uniqueness.

## Size of the ambiguity

For a cut level, \(T_{xx}[P_m]=\mathrm{Tr}(P_m\mathcal M)\) with \(\mathcal M\) Hermitian on the level. In its eigenbasis this is \(\sum_i\mu_i\langle i|P_m|i\rangle\), with weights between 0 and 1 that add up to \(m\). The extremes are the sums of the \(m\) largest and of the \(m\) smallest eigenvalues, reached when \(P_m\) projects on those eigenvectors. With one filled band, \(\mathcal M=|\phi_x\rangle\langle\phi_x|/\Delta^3\) has rank one, so for \(0<m<d\) the extremes are \(T_{xx}[P]\) and 0. The rotations at different \(\mathbf k\) are independent, and the width of the interval open to \(\varepsilon_{xx}\) is
\[ \mathcal W=\frac{16\pi}{\Omega N_k}\sum_{\mathbf k\ \text{cut}}T_{xx}^{\mathbf k}[P]. \]
On an \(L^3\) mesh, a line of touching bands holds a number of points proportional to \(L\), and the sum along it approaches \(L\) times the mean of \(T_{xx}[P]\) on the line. Points where lines meet contribute a number of terms independent of \(L\). Dividing by \(L^3\), \(\mathcal W\simeq c/L^2+c'/L^3\). Isolated touching points alone would give \(L^{-3}\), and a plane of degeneracy lying on the mesh would give \(L^{-1}\). The ambiguity vanishes in the exact zone integral; it belongs to meshes that contain points where bands \(N\) and \(N+1\) touch.

## The numbers

The model is a simple cubic lattice with \(a=6\) bohr, \(\Omega=216\) bohr³, \(b=2\pi/a=1.047198\) bohr⁻¹, and one well \(-V_0e^{-r^2/2\sigma^2}\) per cell with \(V_0=2\) Ha and \(\sigma=1.5\) bohr. The Gaussian integral \(\int e^{-x^2/2\sigma^2-iGx}dx=\sqrt{2\pi\sigma^2}\,e^{-G^2\sigma^2/2}\) in each direction gives \(V_{\mathbf G}=-V_0(2\pi\sigma^2)^{3/2}\Omega^{-1}e^{-G^2\sigma^2/2}\), with \(V_{000}=-0.49218\), \(V_{100}=-0.14333\) and \(V_{110}=-0.04174\) Ha. Plane waves with \(\tfrac12|\mathbf k+\mathbf G|^2\le5\) Ha are kept, 123 at \(\Gamma\); this spherical cutoff respects the point group exactly. The digits below describe this basis and these meshes and are not converged to the last places: raising the cutoff to 12 Ha lowers the levels at \(\Gamma\) by up to \(5\times10^{-4}\) Ha, changes \(t\) from 0.6724 to 0.6743 and raises the \(4^3\) values of \(\varepsilon\) by 0.0004 to 0.0007, and going from the \(4^3\) to the \(16^3\) mesh moves the fractional-weight \(\varepsilon\) by about 0.001. The numerical check carries all the tests named here.

The prefactors were tested first. For \(\mathbf q=(b/4)\hat{\mathbf x}\) on a \(4\times1\times1\) mesh the band sum gives \(\chi^0=-1.935848\times10^{-3}\) bohr⁻³ Ha⁻¹, and the energy change of the explicitly perturbed supercell, divided by \(\lambda^2\Omega N_k\), gives \(-1.935850\times10^{-3}\). At a generic \(\mathbf k\), with all bands, the overlap expression at small \(\mathbf q\) is 1.00025 times the momentum formula. Covariance at \(N\) bands was tested at that generic point for ten operations, where it holds, and at \(\Gamma\), where it fails.

The levels at \(\Gamma\) are \(-0.85623\) (1), \(-0.15263\) (3), \(-0.12326\) (1), \(0.06163\) (2) and \(0.50060\) (3) Ha, with dimensions in brackets. The gap on the \(4^3\) mesh is 0.442 Ha (12.0 eV). Bands 2 to 4 form the triplet. Its characters equal \(\mathrm{tr}R\), its character norm is 1.000000, and solving \(DX=XD\) directly gives one independent solution. With \(\Delta=-0.15263+0.85623=0.70360\) Ha (19.15 eV) and \(\mu=0.234204\) bohr⁻²,
\[ t=\frac{0.234204}{0.70360^3}=\frac{0.234204}{0.34832}=0.6724\ \text{bohr}^{-2}\,\text{Ha}^{-3}. \]
For random \(W\), \(\max_R\|U_RP_mU_R^\dagger-P_m\|\) was 0.9995 for \(m=1\) and 0.9999 for \(m=2\). For a single state the difference acts in the plane of \(u\) and \(Ru\), where it is traceless with eigenvalues \(\pm\sqrt{1-|\langle u|Ru\rangle|^2}\); the norm cannot exceed 1, and these values mean that some operation turns the kept (or, for \(m=2\), the omitted) state almost perpendicular to itself. The 48-element average reproduced \((m/3)P\), the average over random \(W\) did so within sampling error, and the trace was \(mt\).

The closed form was tested with states \(|x\rangle,|y\rangle,|z\rangle\) built by group projection, without use of \(\mathbf p\). For \(u=(1,2,2)/3\) it predicts \(T_{xx}/t=1/9\), \(T_{yy}/t=T_{zz}/t=T_{yz}/t=4/9\) and \(T_{xy}/t=T_{xz}/t=2/9\); the computed values are 0.11111, 0.44444 and 0.22222. For \(u=(1,i,0)/\sqrt2\), \(\mathrm{Re}\,u_xu_y^*=0\) and \(T/t=\mathrm{diag}(0.5,0.5,0)\).

At \(\mathbf k=0.001\,b\,(1,0,0)\) the singlet is band 2, with \(T_{xx}/t=0.99974\) and all other elements zero. At \(0.001\,b\,(1,1,1)\) it is again band 2, with all elements 0.33307. The limits are 1 and \(1/3\). The shortfalls relative to the limits are \(2.6\times10^{-4}\) and about \(8\times10^{-4}\), about in the ratio 1:3 of \(|\mathbf k|^2\). Inversion makes the tensor even in \(\mathbf k\), so along each line the shortfall starts at order \(\delta^2\); it does not require the same coefficient for the two directions, and the two are close but not equal. The coefficients are large mainly because the \(\mathbf k\cdot\mathbf p\) term mixes the state with the singlet level only \(0.15263-0.12326=0.029\) Ha above the triplet.

Since the singlet lies lowest, \(N=3\) keeps \(m=2\) of 3 states at \(\Gamma\) and one state of the doublet on the lines \([100]\) and \([111]\). Four random orderings of the same 123 plane waves, passed to the same diagonalizer, gave eigenvalues equal to \(10^{-11}\) Ha and \(T_{xx}/t=0.4832,\ 1.0000,\ 0.5028,\ 1.0000\) at \(\Gamma\). These four values belong to one linear-algebra library and one set of orderings; the formula allows anything from 0 to 1, and the symmetric value is \(2/3\).

On the \(4^3\) mesh the cut falls at 19 of 64 points. In units of \(b/4\) they are \((0,0,0)\) and \((2,2,2)\), each a triplet with \(m=2\) and a star of 1, and \((1,0,0)\), \((1,1,1)\), \((2,0,0)\), doublets with \(m=1\) and stars of 6, 8 and 3. All five levels passed the test of character norm 1. Two independent sets of random rotations gave:

| | xx | yy | zz | xy | xz | yz |
|---|---|---|---|---|---|---|
| set 1 | 1.2665 | 1.2776 | 1.2819 | −0.0032 | 0.0049 | −0.0006 |
| set 2 | 1.2826 | 1.2752 | 1.2682 | 0.0010 | 0.0020 | −0.0031 |

In the first set \(\varepsilon_{zz}-\varepsilon_{xx}=1.28190-1.26645=0.0155\), which is 5.6% of the mean \(\varepsilon-1=0.2753\). The traces agree: \((1.26645+1.27759+1.28190)/3=1.27531\) and \((1.28262+1.27517+1.26816)/3=1.27532\), equal within rounding. The full-mesh sum with weight \(m/d\) and the symmetrized wedge sum both give the isotropic value 1.27531. Unfolding with coset representatives gave \(\varepsilon_{xx}=1.2669\) and \(1.2806\) for two sets of rotations, with the same trace but no isotropy.

The interval open to \(\varepsilon_{xx}\) runs from 1.24787 to 1.29908, a width of 0.0512, and all twelve random samples fell inside it. These are bounds over all rotations, not typical scatter. The upper end coincides with the result of completing every cut level, 1.29908, as the rank-one argument requires. The triplet at \(\Gamma\) supplies \(0.232711\times0.67238/64=0.00244\), about 5% of the width. Completed and fractional sums differ by \(1-m/d\) of each cut level, one half for doublets and one third for triplets, so \(1.29908-1.27531=0.02377=0.051214/2-(x_\Gamma+x_R)/6\), where \(x\) is a triplet's full contribution. This gives \(x_\Gamma+x_R\approx0.0110\), so the zone corner supplies about 0.0086 and the doublets about 0.040, most of the width. With all bands of the basis \(\varepsilon=1.35460\). On this \(4^3\) mesh the width, an extreme bound (random rotations scatter \(\varepsilon_{xx}\) by only about 0.004, and the width falls on finer meshes while the fractional-weight truncation error stays near 0.08), is 14% of that \(\varepsilon-1\), and it is comparable with the truncation error itself, which is \(0.079\) for the fractional weights and \(0.056\) for completed levels, both measured from the all-band value.

The numbers of cut points for \(L=4,8,16,32\) are 19, 47, 103, 215. They match touching along the whole of both families of lines: three \([100]\) lines with \(L-1\) points besides \(\Gamma\), four \([111]\) lines with \(L-2\) points besides \(\Gamma\) and the corner, and those two points, \(3(L-1)+4(L-2)+2=7L-9\). The widths are 0.051214, 0.015692, 0.004287 and 0.001117, so \(\mathcal WL^2=0.819,\ 1.004,\ 1.097,\ 1.144\). Successive differences, 0.185, 0.093 and 0.047, halve as a term \(c'/L\) does, and extrapolating in this way suggests \(c\approx1.19\). The tested quantity is the logarithmic slope between \(L=16\) and \(32\), which is \(-1.94\) against the asymptotic \(-2\).

At \(\mathbf q=(b/4)\hat{\mathbf x}\) the triplet has character norm 2 under \(C_{4v}\), \(\langle\phi|P|\phi\rangle=0.035897\), and the shares kept after the \(C_{4v}\) average were 0.29, 0.93 and 0.86 for three rotations, each equal to its unaveraged value. For the reducible case, \(V_0=0\) leaves six degenerate plane waves \(\pm b\hat{\mathbf x},\pm b\hat{\mathbf y},\pm b\hat{\mathbf z}\). Their symmetric sum, the two remaining even combinations and the three odd ones span invariant subspaces (\(A_{1g},E_g,T_{1u}\)), the character norm and the number of commuting matrices are both 3, and the rank-one projector on the symmetric sum tested invariant. A random rank-two projector averaged to eigenvalues 0.2764 (three times), 0.3427 (twice) and 0.4853, adding up to 2 within rounding, in place of the uniform \(1/3\); a second random projector averaged to a different matrix.

## Removing the dependence

A weighted sum \(\sum_nw_n|n\rangle\langle n|\) is independent of \(W\), whether or not the level is irreducible, when \(w_n\) is constant within each level, because each level then enters as \(wP\). Completing the level (\(w=1\)) and sharing the weight (\(w=m/d\)) both do this, and both tested isotropic and independent of rotation; a weight that is a function of energy alone does it as well. The first two need a tolerance for calling levels degenerate, \(10^{-9}\) Ha in this calculation. They give different numbers, 1.2991 and 1.2753, since they differ in how much of the omitted spectrum they restore, and neither removes the truncation error or the direction dependence of the \(N\)-band integrand near a touching point. The equality of group average and weight \(m/d\) rests on linearity in one projector. If two levels in the same term are cut, or if the truncated response is inverted or multiplied before it is symmetrized, the average of a product is not the product of averages, and the constant weights have to be applied in the band sum itself.

## Numbers as computed

```
a=6.0 bohr V0=2.0 Ha sigma=1.5 bohr Ecut=5.0 Ha Omega=216.0 bohr^3
16 pi/Omega = 0.232711 bohr^-3, b = 1.047198 bohr^-1
V(000), V(100), V(110) = -0.49218 -0.14333 -0.04174 Ha
plane waves at Gamma: 123
Gamma levels (Ha, dim): -0.85623(1) -0.15263(3) -0.12326(1) 0.06163(2) 0.50060(3)
T1u = bands 2-4, Ec-Ev = 0.70360 Ha = 19.1460 eV
T1u character norm 1.000000, commutant dimension 1
|<x|p_x|v>|^2 = 0.234204 bohr^-2, t = 0.67238 bohr^-2 Ha^-3
m=1: max_R ||U Pm U+ - Pm|| = 0.9995
m=2: max_R ||U Pm U+ - Pm|| = 0.9999
T/t u=(1,2,2)/3 xx yy zz xy xz yz = 0.11111 0.44444 0.44444 0.22222 0.22222 0.44444
T/t u=(1,i,0)/sqrt2 xx yy zz xy xz yz = 0.50000 0.50000 0.00000 0.00000 0.00000 0.00000
T/t singlet, k=0.001 b*(1, 0, 0), band 2 xx yy zz xy xz yz = 0.99974 0.00000 0.00000 -0.00000 -0.00000 0.00000
T/t singlet, k=0.001 b*(1, 1, 1), band 2 xx yy zz xy xz yz = 0.33307 0.33307 0.33307 0.33307 0.33307 0.33307
truncation N = 3 bands, m = 2 of d = 3 at Gamma
eigh, 4 basis orderings, T_xx/t = 0.4832 1.0000 0.5028 1.0000
empty lattice shell: character norm 3.0000, commutant 3
  averaged P2 eigenvalues: 0.2764 0.2764 0.2764 0.3427 0.3427 0.4853
chi0(q=b/4): sum -1.935848e-03, supercell -1.935850e-03 bohr^-3 Ha^-1
small-q head / momentum formula = 1.00025
gap on 4^3 mesh 0.44203 Ha = 12.0283 eV; 16 pi t/(Omega 64) = 0.00244
cut at k=(0, 0, 0) b/4, star 1, d=3, m=2
cut at k=(1, 0, 0) b/4, star 6, d=2, m=1
cut at k=(1, 1, 1) b/4, star 8, d=2, m=1
cut at k=(2, 0, 0) b/4, star 3, d=2, m=1
cut at k=(2, 2, 2) b/4, star 1, d=3, m=2
eps sharp, rotation 1 xx yy zz xy xz yz = 1.26645 1.27759 1.28190 -0.00319 0.00486 -0.00061
eps sharp, rotation 2 xx yy zz xy xz yz = 1.28262 1.27517 1.26816 0.00097 0.00202 -0.00306
eps wedge, coset unfolding 1 xx yy zz xy xz yz = 1.26690 1.28522 1.27382 0.00103 -0.00173 -0.00098
eps wedge, coset unfolding 2 xx yy zz xy xz yz = 1.28058 1.26326 1.28210 -0.00344 -0.00043 -0.00075
eps symmetrized wedge 1.27531, weight m/d 1.27531, tr/3 sharp 1.27531
eps completed multiplets 1.29908, all bands 1.35460
eps_xx range over all rotations: 1.24787 to 1.29908
L=4: cut points 19 of 64, width 0.051214, width*L^2 0.8194
L=8: cut points 47 of 512, width 0.015692, width*L^2 1.0043
L=16: cut points 103 of 4096, width 0.004287, width*L^2 1.0974
L=32: cut points 215 of 32768, width 0.001117, width*L^2 1.1440
log-slope of width, L=16 to 32: -1.940
q=b/4 x: <phi|P|phi> = 0.035897; C4v-averaged share kept: 0.2945 0.9311 0.8636
```
